# Symbol errors in a four-level ferroelectric-transistor memory cell

## Problem

A ferroelectric field-effect transistor with a hafnia gate film stores information in its threshold voltage. Partial switching of the film gives $M=4$ nominal thresholds, used equally often. They are equally spaced, and the distance from the lowest to the highest, both included, is $W=1.2$ V. The threshold found on reading a cell differs from its nominal value by a Gaussian deviation of zero mean and standard deviation $s=50$ mV, the same for all levels. The reading circuit compares the threshold with three reference voltages, placed midway between neighbouring levels.

(a) Derive the probability $P_s$ that a read returns the wrong level, for general $M$, and evaluate it for this cell. Confirm the size of the number by bounds that need no table of the error function.

(b) Show that no other decision rule has a smaller error probability under these assumptions.

(c) Find how sensitively $P_s$ depends on $s$.

(d) Each cell holds two bits, and the levels are labelled 00, 01, 11, 10 in order of threshold. Find the bit error rate, and the expected number of wrong cells in an array of $2^{20}$ cells.

(e) All thresholds now move by a common amount while the references stay fixed. Find the new error probability, and evaluate it for heating from 300 K to 358 K with a threshold change of 1 mV/K in magnitude.

(f) Estimate how far the answer to (a) moves if the window shrinks by 10 %, if the film consists of a finite number of grains, if the tails are not Gaussian, and if the sensing node has thermal noise. Set the model beside real devices.

## Solution

### (a) The error probability

Number the levels $k=0,1,\dots,M-1$ and write

$$V_k=V_0+kd .$$

The span between the end levels is $V_{M-1}-V_0=(M-1)d$, so

$$d=\frac{W}{M-1}=\frac{1.2\ \text{V}}{3}=0.4\ \text{V}.$$

The divisor is the number of gaps, not the number of levels. Choosing the zero of voltage at the lowest level puts the levels at 0, 0.4, 0.8 and 1.2 V and the references at 0.2, 0.6 and 1.0 V. This choice is free, because only differences between levels and references enter the result.

A read of level $k$ gives $V=V_k+n$, where the deviation $n$ has the density

$$f(n)=\frac{1}{s\sqrt{2\pi}}\,e^{-n^2/(2s^2)} .$$

The reference above level $k$ lies at a distance $d/2$. The probability of crossing it is found with the substitution $u=n/s$, $dn=s\,du$:

$$P(n>d/2)=\int_{d/2}^{\infty}f(n)\,dn=\int_{x}^{\infty}\varphi(u)\,du\equiv Q(x),$$

$$\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad x=\frac{d}{2s}.$$

In terms of the complementary error function, $Q(x)=\tfrac12\,\mathrm{erfc}(x/\sqrt2)$. Since $f$ is even, the probability of crossing the reference below, $P(n<-d/2)$, is also $Q(x)$.

The two end levels have a reference on one side only, and each is misread with probability $Q(x)$. Each of the $M-2$ inner levels has a reference on both sides. One deviation cannot be above $d/2$ and below $-d/2$ at once, so the two probabilities add to $2Q(x)$. Averaging over the levels, each with weight $1/M$, gives

$$P_s=\frac{2\,Q(x)+(M-2)\,2Q(x)}{M}=\frac{2(M-1)}{M}\,Q\!\left(\frac{W}{2(M-1)s}\right).$$

For the present cell $x=0.2\ \text{V}/0.05\ \text{V}=4$ and $Q(4)=3.167\times10^{-5}$. The end levels are therefore misread with probability $3.17\times10^{-5}$ and the inner ones with $6.33\times10^{-5}$. The average is

$$P_s=\tfrac32\,Q(4)=\tfrac32\,(3.167\times10^{-5})=4.75\times10^{-5}.$$

This is an error probability per cell read, about one in 21 000.

**Bounds.** On the range of integration $u>x$, so $1<u/x$. Because $u\varphi(u)=-\varphi'(u)$,

$$Q(x)<\frac1x\int_x^\infty u\,\varphi(u)\,du=\frac{\varphi(x)}{x}.$$

For a lower bound, write $\varphi=(1/u)(u\varphi)$ and integrate by parts:

$$Q(x)=\left[-\frac{\varphi(u)}{u}\right]_x^\infty-\int_x^\infty\frac{\varphi(u)}{u^2}\,du
=\frac{\varphi(x)}{x}-\int_x^\infty\frac{\varphi(u)}{u^2}\,du .$$

The last integral is less than $Q(x)/x^2$, since $1/u^2<1/x^2$ there. Hence $Q(x)\,(1+1/x^2)>\varphi(x)/x$, and altogether

$$\frac{x\,\varphi(x)}{1+x^2}<Q(x)<\frac{\varphi(x)}{x}.$$

With $\varphi(4)=1.338\times10^{-4}$, multiplication by $3/2$ gives $4.72\times10^{-5}<P_s<5.02\times10^{-5}$. An exponential and a few divisions thus fix the answer to within about 6 %.

**Limits.** As $s\to0$ at fixed $W$, $x\to\infty$ and the error vanishes. As $s\to\infty$, $Q\to\tfrac12$ and $P_s\to(M-1)/M$, which is the error of a blind guess among $M$ symbols. For $M=2$ the formula becomes $Q(W/2s)$, as it should for one reference halfway across the span.

The number of levels enters mainly through $x$. If $W$ and $s$ are held fixed and $M$ is raised from 4 to 8, $x$ falls from 4 to $12/7\approx1.7$. To keep $x=4$ with eight levels, $s$ would have to be reduced to $W/(2\cdot7\cdot4)\approx21$ mV.

The count of gaps matters for the same reason. Had the span been divided by four, the spacing would have been 0.3 V and $x=3$. The result would then have been $2.0\times10^{-3}$, which is 43 times too large.

### (b) Why midpoints are best

Any decision rule assigns each possible voltage $V$ to one level. Let $R_k$ be the set of voltages assigned to level $k$, and let $p_k(V)=f(V-V_k)$. The probability of a correct decision is

$$P_c=\frac1M\sum_k\int_{R_k}p_k(V)\,dV .$$

Each $V$ contributes through one density, that of the level chosen there. The integral is therefore largest if, at every $V$, the level with the greatest density is chosen. As $f$ decreases with $|n|$, that is the nearest level. For two neighbours the comparison reads

$$\ln\frac{p_{k+1}}{p_k}=\frac{(V-V_k)^2-(V-V_k-d)^2}{2s^2}
=\frac{2d(V-V_k)-d^2}{2s^2}=\frac{d}{s^2}\left(V-V_k-\frac d2\right),$$

which changes sign at the midpoint. The midpoint rule thus attains the maximum of $P_c$ and the minimum of $P_s=1-P_c$.

Besides the Gaussian form of the deviations, two assumptions were used: equal frequencies and equal widths. If the levels occur with unequal probabilities $\pi_k$, the quantities to compare are $\pi_kp_k$. The boundary then follows from $\ln(p_{k+1}/p_k)=\ln(\pi_k/\pi_{k+1})$ and lies at

$$V_k+\frac d2+\frac{s^2}{d}\ln\frac{\pi_k}{\pi_{k+1}},$$

so the more frequent level receives the wider interval. Here $s^2/d=6.25$ mV, and moderate inequality moves the references little. If the levels have unequal widths and overlap little, the densities of two neighbours cross nearer to the narrower level, and the best reference moves there.

Two numerical tests support (a) and (b). Integrating the greatest density over all voltages gives a smallest possible error of $4.75\times10^{-5}$, equal to the midpoint result. A simulation of $2\times10^7$ reads, each assigned to the nearest level, gave 962 errors where 950 are expected. The difference of 12 is well within the counting noise $\sqrt{950}\approx31$.

### (c) Sensitivity to the spread

At fixed $d$, $x=d/(2s)$ gives $dx/ds=-x/s$, and the definition of $Q$ gives $dQ/dx=-\varphi(x)$. The prefactor $2(M-1)/M$ cancels in the logarithmic derivative:

$$\frac{d\ln P_s}{d\ln s}=\frac{s}{Q}\,\bigl(-\varphi(x)\bigr)\left(-\frac{x}{s}\right)=\frac{x\,\varphi(x)}{Q(x)} .$$

The bounds of part (a) place this between $x^2$ and $x^2+1$. Here it is

$$\frac{4\,(1.338\times10^{-4})}{3.167\times10^{-5}}=16.9 .$$

An error of 1 % in the measured spread therefore changes the predicted error rate by about 17 %. For larger changes the full formula must be used. With $s$ larger by 10 %, $P_s$ becomes $2.07\times10^{-4}$, a factor of 4.4. A power law with the fixed exponent 16.9 would give $1.1^{16.9}\approx5.0$. It overshoots because the exponent, close to $x^2+1$, falls as $s$ grows.

This sensitivity limits the meaning of the digits in $P_s$. If $s$ is known only to lie between 45 and 55 mV, $P_s$ can be anywhere from $6.6\times10^{-6}$ to $2.1\times10^{-4}$, even though the formula can be evaluated to many figures.

### (d) Bits and arrays

With the labels 00, 01, 11, 10, neighbouring levels differ in one bit. Levels two steps apart differ in both bits, and the two end levels differ in one. Let $P_2$ be the probability of landing two steps away. The mean number of wrong bits per read is then $P_s+P_2$, and with two bits per cell

$$P_b=\tfrac12\,(P_s+P_2).$$

Landing two steps away requires a deviation beyond $3d/2=12s$ in a given direction. Each of the four levels has one direction in which this is possible, so

$$P_2\le Q(12)<\varphi(12)/12<e^{-72},$$

which is negligible beside $P_s$. Hence $P_b=P_s/2=2.4\times10^{-5}$ per bit.

The labelling matters. With the labels 00, 01, 10, 11, a confusion of the two middle levels costs two bits. There are six possible errors to a neighbour, two across each reference, and each has probability $Q/4$. Counting wrong bits gives $(2\cdot1+2\cdot2+2\cdot1)\,Q/4=2Q$ per read, or $Q=3.2\times10^{-5}$ per bit. This exceeds the value found above by one third, with the same cells and references.

The expected number of wrong cells in the array is $2^{20}P_s=1\,048\,576\times4.75\times10^{-5}\approx50$. This holds even if errors in different cells are correlated, because the mean of a sum is the sum of the means. Correlation does change the scatter about 50. If all of the spread is a fixed difference between written cells, repeated reading finds the same wrong cells, and averaging several reads does not help. Because the error is so sensitive to $s$, however, even a small share of noise that is new at each read matters. Suppose that this share is one tenth of the variance and that both parts are Gaussian and independent. A cell misread once is then misread again at a second read with a probability of only about one third. Averaging nine reads then reduces the spread to $50\sqrt{0.9+0.1/9}=47.7$ mV, which raises $x$ to 4.19 and lowers the error rate by a factor of about 2.3.

### (e) A common shift with fixed references

Let every level move up by $a$. The distance to the reference above becomes $d/2-a$ and that to the reference below $d/2+a$. Of the $M$ levels, $M-1$ have a reference above and $M-1$ have one below. Averaging as before,

$$P_s(a)=\frac{M-1}{M}\left[Q\!\left(\frac{d/2-a}{s}\right)+Q\!\left(\frac{d/2+a}{s}\right)\right].$$

The expression is even in $a$, so the direction of the shift does not matter, and it returns to the result of (a) at $a=0$. For a small shift put $\delta=a/s$. From $Q'=-\varphi$ and $\varphi'=-x\varphi$ follows $Q''=x\varphi$. The first-order terms cancel in the sum, leaving

$$\frac{P_s(a)}{P_s(0)}\approx1+\frac{\delta^2}{2}\,\frac{x\,\varphi(x)}{Q(x)}=1+8.45\,\delta^2 .$$

This requires $x\delta\ll1$, that is, $a\ll s/x=12.5$ mV. A shift of 5 mV then raises the error by about 8.5 %.

Heating by 58 K gives a shift of magnitude 58 mV, far outside this range, and the full expression is needed. The two arguments are $(200-58)/50=2.84$ and $(200+58)/50=5.16$. The first dominates, and

$$P_s=1.7\times10^{-3},$$

about 36 times the unshifted value. A shift barely larger than one standard deviation has this effect because it moves the nearer reference from $4s$ to $2.84s$, where the Gaussian tail is much larger. If the references follow the levels exactly, then $a=0$ and the loss disappears within this model. Reference cells with the same temperature dependence can approach this, but they have a spread of their own, which adds to that of the cell being read. Each reference must therefore be averaged over many such cells. If a reference is the mean of $n$ independent cells of spread $s$, the error averaged over references is that of part (a) with $s\sqrt{1+1/n}$ in place of $s$. One cell gives $3.5\times10^{-3}$, which is worse than the heated fixed references, while sixteen cells give $7.8\times10^{-5}$. Heating may also change the window, which is not included here.

### (f) What the model leaves out

In each estimate below, everything not mentioned keeps its value from part (a).

**Loss of window.** Let all levels move towards the centre of the span, 0.6 V, by 10 % of their distance from it. They then lie at 0.06, 0.42, 0.78 and 1.14 V. If the references are moved to the new midpoints, $d=0.36$ V and $x=3.6$. The error is $2.4\times10^{-4}$, five times the original.

If the references stay fixed, the lowest level is 140 mV from its reference, while the next is 220 mV from the reference below and 180 mV from the one above. The upper two levels mirror these, so

$$P_s=\tfrac12\,[Q(2.8)+Q(4.4)+Q(3.6)]=1.4\times10^{-3}.$$

This is 29 times the original. Most of it comes from the end levels, which have moved furthest towards their references.

**Finite number of grains.** Suppose that the film over the channel consists of $N$ equal grains, each switched independently with probability $p$, and that each switched grain moves the threshold by $W/N$. The number of switched grains is binomial with variance $Np(1-p)$. The threshold therefore has the additional standard deviation

$$s_g=\frac WN\sqrt{Np(1-p)}=W\sqrt{\frac{p(1-p)}{N}} .$$

It vanishes for the end levels, $p=0$ and $p=1$, and is the same for the two inner levels, $p=\tfrac13$ and $p=\tfrac23$. A gate 500 nm square with grains of 20 nm has $N=25^2=625$, and

$$s_g=1200\ \text{mV}\times\frac{\sqrt{2/9}}{25}=22.6\ \text{mV}.$$

If this is independent of the original 50 mV, the variances add and the inner levels have a spread of $\sqrt{50^2+22.6^2}=54.9$ mV. Summing over the binomial distribution gives $P_s=1.5\times10^{-4}$, about three times the original. If the 50 mV was measured on the inner levels themselves, it already contains this part, which must not be added again. This estimate takes the end levels as fully switched. If instead full switching spans 2 V and the four levels use $p=0.2$, 0.4, 0.6 and 0.8, each grain moves the threshold by $2\ \text{V}/N$. The grain spreads are then 32 mV for the end levels and 39 mV for the inner ones, and $P_s=1.0\times10^{-3}$, about 21 times the original.

For a gate 100 nm square, $N=25$ and $s_g=113$ mV. The references are then fewer than two standard deviations from the inner levels. Four levels written by a single pulse without correction are not usable in that case, within this grain model.

**Tails.** The result depends on the distribution four standard deviations from its centre, where a sample of a few hundred cells contains almost no data. As an alternative, take a Student distribution with five degrees of freedom, scaled to the same 50 mV standard deviation. Its variance before scaling is $5/3$, so the reference lies at $4\sqrt{5/3}\approx5.2$ in its own variable. The error becomes $2.7\times10^{-3}$, or 56 times the Gaussian value. Apart from the 100 nm gate, this is the largest change among the estimates made here. It shows that a mean and a standard deviation alone do not determine the error rate.

**Thermal noise.** A sensing node of capacitance $C$ has the mean energy $\tfrac12C\langle v^2\rangle=\tfrac12k_BT$ by equipartition, so its rms noise voltage is $\sqrt{k_BT/C}$. At 300 K and 10 fF this is 0.64 mV. If the node follows the threshold with unit gain, the variances add, and $s$ grows by the fraction $\tfrac12(0.64/50)^2\approx8\times10^{-5}$. Multiplying by the sensitivity 16.9 gives an increase of 0.14 % in $P_s$, which is negligible.

**Real devices.** Rough typical values for hafnia transistors are a film of 10 nm and a coercive field $E_c$ of 1 MV/cm, or 0.1 V/nm. If the two threshold states correspond to film voltages $+E_ct$ and $-E_ct$, where $t$ is the film thickness, the ideal window is $2E_ct\approx2$ V. This is an upper limit. It is approached only for a saturated loop whose remanent polarization is well above $\varepsilon_0\varepsilon E_c$, about 2.7 µC/cm² for $\varepsilon\approx30$. An unscreened polarization of 20 µC/cm² would put about 58 MV/cm across an SiO₂ interlayer, far above its breakdown field, so in such a stack the full polarization cannot act on the channel unscreened. A usable span of 1.2 V is therefore plausible once trapped charge and incomplete switching are allowed for. Switching can be incomplete because part of the writing voltage drops outside the film. A spread of 50 mV is favourable for a small gate, as the grain estimate indicates, and may require writing in steps with a check after each. Such checking cuts off the tails at the time of writing if the noise that is new at each read is small, while later drift can rebuild them, so neither the Gaussian nor the Student form is assured. Charge that tunnels into traps can shift and broaden the levels and narrow the window, and enters here only through $a$, $s$ and $W$. Fatigue and dielectric breakdown during writing are outside this read model and have not been estimated.

The value $4.75\times10^{-5}$ thus describes a cell with centred references, a stable window and Gaussian tails. For the 58 mV shift in (e) and the departures given a numerical estimate in (f), apart from thermal noise, the error rises by factors between about 3 and 56, to between $1.5\times10^{-4}$ and $2.7\times10^{-3}$ when each acts alone. The small gate is excluded from this range.

## Calculated quantities

```
number of levels: 4
span between end levels: 1.2 V
standard deviation: 50 mV
level spacing: 0.400 V
levels: 0.0 0.4 0.8 1.2 V
references: 0.2 0.6 1.0 V
half spacing / standard deviation: 4.000
normal density at this x: 1.3383e-04
one-sided tail Q: 3.1671e-05
error by level (quadrature): 3.167e-05 6.334e-05 6.334e-05 3.167e-05
symbol error, formula: 4.7507e-05
symbol error, quadrature: 4.7507e-05
symbol error, best possible rule: 4.7507e-05
simulated reads: 20000000
simulated errors: 962, expected 950
simulated symbol error: 4.81e-05
lower and upper bound: 4.723e-05 5.019e-05
d ln P / d ln s: 16.90
symbol error, spread 10 % larger: 2.07e-04
Gray-coded bit error rate: 2.375e-05
cells in array: 1048576
expected wrong cells: 49.8
mistaken spacing span/4: 0.30 V
symbol error with mistaken spacing: 2.02e-03
rough coercive field: 1.0 MV/cm
rough film thickness: 10 nm
ideal window estimate: 2.0 V
temperatures: 300 and 358 K
rough threshold shift rate: 1.0 mV/K
threshold shift on heating: 58 mV
symbol error, heated, fixed references: 1.69e-03
window loss: 10 %
symbol error, window loss, fixed references: 1.36e-03
symbol error, window loss, re-centred: 2.39e-04
gate side and grain size: 500 and 20 nm
grains under gate: 625
grain spread of inner levels: 22.6 mV
total spread of inner levels: 54.9 mV
symbol error with grain spread: 1.50e-04
small gate side: 100 nm, grains: 25
grain spread, small gate: 113 mV
Student degrees of freedom: 5
symbol error, Student tails: 2.68e-03
sense-node capacitance: 10 fF
thermal noise of sense node: 0.64 mV
error increase by thermal noise: 0.14 %
```
